# Brooks' theorem: electron levels and phonon energies as derivatives of one energy, part 2

Brooks' theorem states that the shift of an electron level per added phonon equals the shift of a phonon energy per added electron, all other occupations being held fixed. Both come from the energy $E(\{f\},\{n\})$ of states labelled by electron occupations $f_i$ and phonon occupations $n_\nu$, with

$$\varepsilon_i=\frac{\partial E}{\partial f_i},\qquad \hbar\omega_\nu=\frac{\partial E}{\partial n_\nu}. \tag{3}$$

For unit steps in $f_i$ and $n_\nu$, both shifts are the double difference

$$E(1,n{+}1)-E(1,n)-E(0,n{+}1)+E(0,n). \tag{2}$$

Independent fermions coupled to one mode, with $X=b+b^\dagger$, have the Hamiltonian

$$H=\sum_n\varepsilon_n c_n^\dagger c_n+\hbar\omega\, b^\dagger b+\lambda\sum_{mn}g_{mn}c_m^\dagger c_n\,X+\lambda^2\sum_{mn}\Lambda_{mn}c_m^\dagger c_n\,X^2. \tag{9}$$

Here $g$ and $\Lambda$ are real and symmetric, $\lambda$ counts powers of the displacement, $N$ is the phonon number and $\Delta_{nm}=\varepsilon_n-\varepsilon_m$. The energy of a labelled state is $E_0+\lambda^2E_2+O(\lambda^4)$, where $E_0$ is the uncoupled energy and

$$E_2=\sum_{n\neq m}g_{mn}^2\,f_n(1-f_m)\left[\frac{N+1}{\Delta_{nm}-\hbar\omega}+\frac{N}{\Delta_{nm}+\hbar\omega}\right]+\sum_n\Lambda_{nn}f_n(2N+1)-\frac{1}{\hbar\omega}\Big[\sum_ng_{nn}^2f_n+\sum_{n\ne m}g_{nn}g_{mm}f_nf_m\Big]. \tag{10}$$

Its derivatives are

$$\Sigma_n\equiv\frac{\partial E_2}{\partial f_n}=\sum_{m\ne n}g_{mn}^2\left[\frac{N+1-f_m}{\Delta_{nm}-\hbar\omega}+\frac{N+f_m}{\Delta_{nm}+\hbar\omega}\right]+\Lambda_{nn}(2N+1)-\frac{g_{nn}}{\hbar\omega}\Big[g_{nn}+2\sum_{m\neq n}g_{mm}f_m\Big], \tag{12}$$

$$\Pi\equiv\frac{\partial E_2}{\partial N}=\sum_{n\neq m}g_{mn}^2\,\frac{f_n-f_m}{\Delta_{nm}+\hbar\omega}+2\sum_n\Lambda_{nn}f_n, \tag{13}$$

and the mixed derivative, the dynamic coefficient

$$\frac{\partial\Sigma_n}{\partial N}=\frac{\partial\Pi}{\partial f_n}=B_n=\sum_{m\ne n}g_{mn}^2\,\frac{2\Delta_{nm}}{\Delta_{nm}^2-\hbar^2\omega^2}+2\Lambda_{nn}. \tag{14}$$

For $\hbar\omega\ll|\Delta_{nm}|$ it becomes the adiabatic Allen-Heine-Cardona (AHC) coefficient

$$B_n^{\rm ad}=\sum_{m\neq n}\frac{2g_{mn}^2}{\Delta_{nm}}+2\Lambda_{nn}. \tag{15}$$

The grand potential at chemical potential $\mu$ and temperature $T$ is

$$\Omega=\Omega_0+\lambda^2E_2(\bar f,\bar N)+O(\lambda^4), \tag{11}$$

with $\Omega_0$ its uncoupled value and $\bar f,\bar N$ the Fermi and Bose values for the uncoupled energies.

The section opened with two numbers for non-rotating H$_2^+$. One vibrational quantum changes the averaged gap between $1\sigma_g$ and $1\sigma_u$ by $-0.0281804$ Ha. Moving a small fraction $x$ of the electron from $1\sigma_g$ to $1\sigma_u$ changes the spacing of the two lowest vibrational levels at the rate $d(E_1-E_0)/dx=-0.0281804$ Ha. The numbers come from a program whose output is printed at the end.

**A three-level model.** Take levels $0,1,2$ at $-0.90$, $0.10$ and $0.65$ eV, $\hbar\omega=0.17$ eV, couplings $g_{01}=0.040$, $g_{02}=0.030$, $g_{12}=0.035$, $g_{00}=0.020$, $g_{11}=-0.015$, $g_{22}=0.010$ eV, and $\Lambda_{00}=0.004$, $\Lambda_{11}=-0.003$, $\Lambda_{22}=0.002$, $\Lambda_{01}=0.002$, $\Lambda_{12}=0.001$, $\Lambda_{02}=0$ eV. For level 2, $\Delta_{20}=1.55$ eV and $\Delta_{21}=0.55$ eV, so (14) gives

$$B_2=\frac{0.0009\times3.10}{2.4025-0.0289}+\frac{0.001225\times1.10}{0.3025-0.0289}+0.0040\ \text{eV}=(1.1754+4.9251+4.0000)\ \text{meV}=10.1005\ \text{meV},$$

and (15) gives $1.1613+4.4545+4.0000=9.6158$ meV. The program verifies in exact rational arithmetic that (12), (13) and (14) are the stated derivatives of (10) for these parameters, and it diagonalises (9) numerically. On halving $\lambda$ from $1/2$ to $1/4$, the deviations of the second-order formulas from the exact energies, collected as a Euclidean norm over all electron configurations and $N=0,1,2$, fall by factors $15.29$ for the phonon energy, $15.38$ for the electron addition energy and $15.28$ for the double difference (2). The deviation of (11), at $\mu=0.2$ eV and $kT=0.1$ eV, falls by $15.75$. A pure $\lambda^4$ remainder would give 16, and the test accepts 13 to 19.

At $\lambda=1/4$ the exact double difference for level 2 at $N=0$, divided by $\lambda^2$, is $10.0513$, $10.0350$ and $10.0783$ meV for the background occupations $(f_0,f_1)=(0,0)$, $(1,0)$ and $(1,1)$. For $(1,0)$ it lies $0.0655$ meV from the dynamic value and $0.4192$ meV from the adiabatic one, and the program asserts that the second distance exceeds five times the first. At $\lambda=1$ the exact values are $9.4313$, $9.2043$ and $9.7643$ meV, which are 7%, 9% and 3% below $B_2$. The higher orders depend on the occupations and are then as large as the non-adiabatic correction of $0.4847$ meV; for all three backgrounds the adiabatic number is even the closer one (it misses by $0.1845$, $0.4115$ and $0.1485$ meV, the dynamic one by $0.6692$, $0.8962$ and $0.3362$ meV), but since the dynamic number is the closer one at $\lambda=1/4$, this is a compensation between two errors of the adiabatic formula, the neglect of $\hbar\omega$ in the denominators and the neglect of higher orders in $\lambda$. The grand potential behaves alike: at $\lambda=1$ the exact shift from $\Omega_0=-1.252606$ eV is $-1.3899$ meV against $E_2(\bar f,\bar N)=-1.4687$ meV, a difference of 5% of the latter. None of this affects the symmetry of (2), which holds for labelled states at any $\lambda$; it limits only the formula (14).

### 3. The adiabatic theorem to all orders in the displacement

In the Born-Oppenheimer approximation the nuclei move on a potential surface fixed by the electronic occupations. For independent electrons with one-particle Hamiltonian $h(u)$ and eigenvalues $\varepsilon_i(u)$ at nuclear displacement $u$,

$$U(u;\{f\})=V_0(u)+\sum_if_i\,\varepsilon_i(u),\qquad \frac{\partial U}{\partial f_i}=\varepsilon_i(u). \tag{17}$$

The second relation also holds in Kohn-Sham theory (Janak's theorem). There $U=V_0+\sum_jf_j\langle\phi_j|\hat t+v|\phi_j\rangle+E_{\rm Hxc}[\rho]$ with $\rho=\sum_jf_j|\phi_j|^2$. At fixed orbitals the derivative with respect to $f_i$ is $\langle\phi_i|\hat t+v+v_{\rm Hxc}|\phi_i\rangle=\varepsilon_i$, and the change of the orbitals contributes $\sum_jf_j\varepsilon_j\,\delta\langle\phi_j|\phi_j\rangle=0$, because they are normalised eigenfunctions of that operator. The theorem then concerns self-consistent Kohn-Sham eigenvalues, whose relation to measured addition energies is a separate question.

Let $|v\rangle$ be a normalised, non-degenerate eigenstate of $H_{\rm vib}=T_{\rm nuc}+U$ with energy $E_v$. Differentiating $E_v=\langle v|H_{\rm vib}|v\rangle$, the terms in which the state changes add up to $E_v\,\partial\langle v|v\rangle=0$, and the Hellmann-Feynman relation remains:

$$\frac{\partial E_v}{\partial f_i}=\langle v|\varepsilon_i(u)|v\rangle. \tag{18}$$

The level defined by (3) is the vibrational average of the clamped-nuclei level. Subtracting (18) for two states that differ by one quantum,

$$\langle\varepsilon_i\rangle_{v+1}-\langle\varepsilon_i\rangle_v=\frac{\partial}{\partial f_i}\,(E_{v+1}-E_v). \tag{19}$$

No expansion in $u$ has been made, so (19) holds for any anharmonicity and any number of coordinates, within the Born-Oppenheimer approximation. It is the identity behind the two numbers that open this section.

**Leading order and the relaxation term.** For one coordinate of mass $M$, let $x=u-u_0$ be the displacement from the minimum, $K=U''(u_0)=M\omega^2$ and $\ell^2=\hbar/M\omega\propto M^{-1/2}$. With $x=\ell y$, the Hamiltonian in units of $\hbar\omega=K\ell^2$ is a harmonic oscillator plus $\ell\,(U'''/6K)\,y^3+\ell^2(U''''/24K)\,y^4+\dots$. The joint reversal $\ell\to-\ell$, $y\to-y$ leaves it unchanged, so averages of even powers of $y$ are even in $\ell$ and averages of odd powers are odd in $\ell$. Hence $\langle x\rangle=O(\ell^2)$, $\langle x^2\rangle=O(\ell^2)$, $\langle x^3\rangle$ and $\langle x^4\rangle$ are $O(\ell^4)$, and the corrections to the first two are of relative order $\ell^2$.

On the electron side, the potential energy of a harmonic state is half its total, $\tfrac12K\langle x^2\rangle=\tfrac12\hbar\omega(n+\tfrac12)$, so $\langle x^2\rangle=(\hbar/M\omega)(n+\tfrac12)$. In a stationary state the mean force vanishes, since $\langle[H_{\rm vib},p]\rangle=i\hbar\langle U'\rangle=0$. Expanding, $K\langle x\rangle+\tfrac12U'''\langle x^2\rangle=O(\ell^4)$, so that

$$\frac{\partial\langle x^2\rangle}{\partial n}=\frac{\hbar}{M\omega},\qquad\frac{\partial\langle x\rangle}{\partial n}=-\frac{U'''}{K}\,\frac{\hbar}{2M\omega}. \tag{20}$$

Inserting these in $\langle\varepsilon\rangle=\varepsilon(u_0)+\varepsilon'\langle x\rangle+\tfrac12\varepsilon''\langle x^2\rangle+O(\ell^4)$ gives

$$B=\frac{\hbar}{2M\omega}\left(\varepsilon''-\frac{\varepsilon'\,U'''}{K}\right), \tag{21}$$

with a relative error proportional to $M^{-1/2}$.

On the phonon side, adding $\delta f$ changes $U$ by $\varepsilon(u)\,\delta f$. The new minimum obeys $K\,\delta u_0+\varepsilon'\delta f=0$. The curvature changes directly, and also because it is evaluated at a displaced point:

$$\delta u_0=-\frac{\varepsilon'}{K}\,\delta f,\qquad\delta K=\varepsilon''\delta f+U'''\delta u_0. \tag{22}$$

From $K=M\omega^2$, $\delta\omega=\delta K/2M\omega$, and $\hbar\,\delta\omega/\delta f$ is again (21). The second term, called the tadpole term, has two readings: the phonon lengthens the bond and the level follows, or the electron moves the minimum and the curvature follows. It must be kept on both sides or dropped on both. It vanishes when symmetry forces $\varepsilon'=0$ or $U'''=0$.

The first term of (21) is the AHC coefficient (15). Second-order perturbation theory for $h(u)=h+xh'+\tfrac12x^2h''$ gives $\varepsilon_n''=h''_{nn}+2\sum_{m\ne n}|h'_{mn}|^2/\Delta_{nm}$. With $x=(\hbar/2M\omega)^{1/2}X$, comparison with (9) gives $g=(\hbar/2M\omega)^{1/2}h'$ and $\Lambda=(\hbar/4M\omega)\,h''$, so $(\hbar/2M\omega)\,\varepsilon_n''=2\Lambda_{nn}+\sum2g^2/\Delta$. The tadpole term is absent from (14) because the bare potential in (9) is harmonic: $U'''$ arises there only through the electrons, at order $\lambda^3$, and the product with $\varepsilon'\sim\lambda$ is $O(\lambda^4)$. In a real bond the small parameter is $\ell$, and both terms of (21) are of order $\ell^2$.

The same structure governs the passage from fixed volume to fixed pressure. With $E(f,n,V)$ and $\partial E/\partial V=-p$ held fixed, adding $\delta n$ changes the volume by $\delta V=-E_{nV}\,\delta n/E_{VV}$, subscripts denoting partial derivatives. The level $E_f$ then changes by $E_{fn}\delta n+E_{fV}\delta V$, so

$$B\big|_p=E_{fn}-\frac{E_{fV}\,E_{nV}}{E_{VV}}, \tag{23}$$

which is symmetric in $f$ and $n$; it is the mixed derivative of the enthalpy $E+pV$. The theorem holds at fixed $V$ or at fixed $p$, with the same condition on both sides. Equation (21) is (23) with $u_0$ in place of $V$: $E_{fu}=\varepsilon'$, $E_{nu}=\hbar U'''/2M\omega$, $E_{uu}=K$.

### 4. Worked example: H$_2^+$

In atomic units the electronic levels $\varepsilon_g(R)$ and $\varepsilon_u(R)$ are the two lowest eigenvalues of the one-electron Hamiltonian in the aug-cc-pVQZ basis, and

$$U(R)=f_g\,\varepsilon_g(R)+f_u\,\varepsilon_u(R)+\frac1R. \tag{24}$$

For $f_g+f_u\le1$ this is the mean energy of an ensemble of states with at most one electron, so it is linear in the occupations without any approximation for the electron-electron interaction; the nuclei are taken to move on the averaged curve. The reference point is $f_g=1$, $f_u=0$. A value $f_g>1$ would mean a second, interacting electron, so the derivatives are one-sided: $f_g=1-s$ for the $1\sigma_g$ level, and $f_g=1-x$, $f_u=x$ for the gap $W=\varepsilon_u-\varepsilon_g$, which turns $U$ into $U+xW$. The vibrational equation is solved on a grid (sinc discrete-variable representation) without rotation, with reduced mass $M=918.0763\,m_e$. The digits below are given to display the agreement between routes within this model; they are converged with the basis set only to about three significant figures, and non-adiabatic corrections are absent. On the exact Born-Oppenheimer curves $R_e=1.99719$ bohr, $K=0.10297$ Ha/bohr$^2$, $U'''=-0.2612$ Ha/bohr$^3$ and $E_1-E_0=0.009988$ Ha; the full coefficients become $0.6640$ eV for $1\sigma_g$ and $-0.7679$ eV for the gap, and the leading-order ones $0.6826$ and $-0.8100$ eV, shifts of $0.001$ to $0.002$ eV from the values below.

The curve has its minimum at $R_e=1.99770$ bohr, where $U=-0.602536$ Ha, $K=0.102865$ Ha/bohr$^2$ and $U'''=-0.260483$ Ha/bohr$^3$. Then $\hbar\omega=(0.102865/918.0763)^{1/2}=0.010585$ Ha, $\hbar/2M\omega=0.051451$ bohr$^2$ and $-U'''/K=2.5323$ bohr$^{-1}$. The numerical spacing is $E_1-E_0=0.009985$ Ha, or $0.27171$ eV. By (20) one quantum lengthens the bond by $2.5323\times0.051451=0.13029$ bohr; the numerical averages give $2.19898-2.06384=0.13514$ bohr. The program asserts agreement with (20) to within 2% when the mass is multiplied by 400.

**The $1\sigma_g$ level.** Since $U=\varepsilon_g+1/R$ at the reference point, $U'=0$ requires $\varepsilon_g'=1/R_e^2=0.250576$ Ha/bohr, and $\varepsilon_g''=K-2/R_e^3=-0.148000$ Ha/bohr$^2$. The two terms of (21) are

$$-0.148000\times0.051451=-0.007615\ \text{Ha},\qquad0.250576\times0.13029=+0.03265\ \text{Ha},$$

and with the unrounded $0.032647$ Ha for the second their sum is $0.025032$ Ha, or $0.68117$ eV. The curvature term alone has the wrong sign, which the program asserts: the level is concave at $R_e$, but it rises with $R$, and the stretching of the bond outweighs the concavity by a factor of about four. Re-minimising the curve at $f_g=1-s$ and differentiating the harmonic frequency numerically gives $0.025032$ Ha, in agreement with (21) within the asserted relative tolerance of $10^{-5}$. For the full identity (19), the averages are $\langle\varepsilon_g\rangle_0=-1.090616$ Ha and $\langle\varepsilon_g\rangle_1=-1.066244$ Ha, with unrounded difference $0.0243729$ Ha, and the derivative of $E_1-E_0$ with respect to $f_g$ is $0.0243729$ Ha; both are $0.66322$ eV, and the same tolerance is asserted.

**The gap.** At $R_e$, $W=0.435814$ Ha, $W'=-0.318946$ Ha/bohr and $W''=0.230527$ Ha/bohr$^2$. On the electron side the terms are $0.230527\times0.051451=0.011861$ Ha and $-0.318946\times0.13029=-0.041555$ Ha, with sum $-0.029694$ Ha. On the phonon side, (22) gives $dR_e/dx=0.318946/0.102865=3.1006$ bohr and

$$\frac{dK}{dx}=0.230527-0.260483\times3.1006=-0.57713\ \text{Ha/bohr}^2,$$

so $d(\hbar\omega)/dx=-0.57713\times0.051451=-0.029694$ Ha, or $-0.80802$ eV. The full result is $-0.76683$ eV. Its deviation from the leading-order value, relative to that value, is $-0.0510$; it becomes $-0.00529$ and $-0.00265$ for masses 100 and 400 times larger. For $1\sigma_g$ the corresponding figures are $-0.0264$, $-0.00274$ and $-0.00137$. A fourfold mass halves the deviation, as the $M^{-1/2}$ law requires; the test accepts ratios from 1.7 to 2.3.

Both slopes exceed the quantum $0.27171$ eV in magnitude, so extrapolating linearly to a whole electron would give a negative frequency. The derivative describes only small changes of occupation. The linear extrapolation of the harmonic frequency reaches zero at $x=0.010585/0.029694\approx0.36$, whatever the mass, since numerator and denominator both scale as $M^{-1/2}$; the slope can be used only for $x$ well below this value. The zero is an artefact of the extrapolation: on the exact curves the harmonic frequency of $U+xW$ is $0.74$, $0.54$ and $0.29$ of its initial value at $x=0.1$, $0.2$ and $0.36$, where the straight line gives $0.72$, $0.44$ and about zero. At $f_g=f_u=0$ the curve (24) is $1/R$ and has no bound vibration at all. In a molecule the fractional derivative is therefore a formal quantity, while the electron side of (19), the change of the mean vertical gap between $v=0$ and $v=1$, refers to actual states. In a crystal the derivative becomes, for a mode of fixed wave vector, the effect of one real electron, because that electron is spread over $N_c$ cells.

The second-order formulas have been tested on a three-level model, and the adiabatic theorem has been proved without expanding in the displacement and illustrated with H$_2^+$. What remains is to carry the theorem over to crystals and to examine where the labelling of states by occupations fails.

Numerical values quoted here were computed with a short program.
